\section*{Second- and third-order Stark shifts of hydrogen in parabolic coordinates}

Consider a nonrelativistic, spinless electron bound to an infinitely heavy proton in a uniform static field. In Hartree atomic units,
\begin{equation}
H=-\tfrac12\nabla^2-\frac1r+Fz ,\qquad F\ge 0 ,
\end{equation}
so the field pushes the electron towards negative $z$. Parabolic coordinates are $\xi=r+z$, $\eta=r-z$ and the azimuth $\varphi$, with $r=(\xi+\eta)/2$, $z=(\xi-\eta)/2$ and $x^2+y^2=r^2-z^2=\xi\eta$. A state is labelled by the node numbers $n_1$ in $\xi$ and $n_2$ in $\eta$ that it has at zero field, and by the integer $m$ in $e^{im\varphi}$. Define
\begin{equation}
n=n_1+n_2+|m|+1,\qquad k=n_1-n_2 .
\end{equation}
The perturbation series to be derived is
\begin{align}
E={}&-\frac1{2n^2}+\frac32nkF-\frac{n^4}{16}\left(17n^2-3k^2-9m^2+19\right)F^2\nonumber\\
&+\frac3{32}n^7k\left(23n^2-k^2+11m^2+39\right)F^3+O(F^4). \label{result}
\end{align}
For $F\neq0$ the potential falls without limit as $z\to-\infty$, and the level becomes a resonance that can decay by tunnelling. The coefficients in \eqref{result} are real, so the series cut off at a fixed order gives no width; it approximates the position of the resonance when the field is weak enough.

The Laplacian follows from the gradients of the coordinates. Since $\nabla\xi=\hat r+\hat z$ and $\nabla\eta=\hat r-\hat z$,
\begin{equation}
|\nabla\xi|^2=2+\frac{2z}{r}=\frac{4\xi}{\xi+\eta},\quad
|\nabla\eta|^2=\frac{4\eta}{\xi+\eta},\quad
\nabla\xi\cdot\nabla\eta=0,\quad
\nabla^2\xi=\nabla^2\eta=\frac2r=\frac4{\xi+\eta}.
\end{equation}
The chain rule, with the azimuthal part added, gives
\begin{equation}
\nabla^2=\frac4{\xi+\eta}\left(\partial_\xi\,\xi\,\partial_\xi+\partial_\eta\,\eta\,\partial_\eta\right)+\frac1{\xi\eta}\partial_\varphi^2 .
\end{equation}
Insert $\psi=f_1(\xi)f_2(\eta)e^{im\varphi}$ into $(H-E)\psi=0$ and multiply by $-(\xi+\eta)/2$. The Coulomb term becomes $+1$, the field term becomes $-F(\xi^2-\eta^2)/4$, and the azimuthal term becomes $-\tfrac14m^2(1/\xi+1/\eta)$. Writing $1=\beta_1+\beta_2$ separates the equation:
\begin{align}
(\xi f_1')'+\left(\frac{E\xi}2-\frac{m^2}{4\xi}-\frac{F\xi^2}4+\beta_1\right)f_1&=0,\\
(\eta f_2')'+\left(\frac{E\eta}2-\frac{m^2}{4\eta}+\frac{F\eta^2}4+\beta_2\right)f_2&=0 .
\end{align}

Now define $\nu$ by $E=-1/(2\nu^2)$, substitute $\xi=\nu x$ in the first equation and $\eta=\nu x$ in the second (from here on $x$ is this scaled variable), and multiply by $\nu$. The energy term becomes $-x/4$ and the field term becomes $\mp gx^2$ with $g=F\nu^3/4$. Both equations are then eigenvalue problems of one type,
\begin{equation}
(T\pm gx^2)f=\lambda f,\qquad T=-\frac{d}{dx}x\frac{d}{dx}+\frac x4+\frac{m^2}{4x},\qquad \lambda=\nu\beta ,
\end{equation}
with the upper sign for $\xi$. The condition $\beta_1+\beta_2=1$ becomes
\begin{equation}
\nu=\lambda(g;n_1)+\lambda(-g;n_2). \label{quant}
\end{equation}
The energy enters through $\nu$ on both sides. What remains is to expand $\lambda$ in $g$ and then to solve \eqref{quant} for $\nu$.

At $g=0$ set $\mu=|m|$ and $f=x^{\mu/2}e^{-x/2}L(x)$. Then $xf'=x^{\mu/2}e^{-x/2}\left[xL'+\tfrac12(\mu-x)L\right]$, and a second differentiation gives
\begin{equation}
(xf')'=x^{\mu/2}e^{-x/2}\left[xL''+(\mu+1-x)L'+\left(\frac{\mu^2}{4x}+\frac x4-\frac{\mu+1}2\right)L\right].
\end{equation}
The terms in $x/4$ and $\mu^2/4x$ cancel in $Tf=\kappa f$, which leaves Laguerre's equation $xL''+(\mu+1-x)L'+pL=0$ with
\begin{equation}
\kappa=p+\frac{|m|+1}2 ,\qquad p=0,1,2,\dots
\end{equation}
Here $p$ must be a non-negative integer for $f$ to be regular at the origin and to decay. The eigenfunctions contain the polynomials $L_p^{\mu}$. With $\kappa_1$ and $\kappa_2$ belonging to $n_1$ and $n_2$, \eqref{quant} gives $\nu=\kappa_1+\kappa_2=n$ at zero field.

The standard recurrence $xL_p^\mu=(2p+\mu+1)L_p^\mu-(p+1)L_{p+1}^\mu-(p+\mu)L_{p-1}^\mu$ and the norm $\int_0^\infty x^\mu e^{-x}(L_p^\mu)^2dx=(p+\mu)!/p!$ show that $x$ is tridiagonal in the normalized functions. Its diagonal element is $2\kappa$, and its element between $p$ and $p+1$ is $-\sqrt{(p+1)(p+\mu+1)}$. With $M=m^2/4$, the product under the root is $(\kappa+\frac12)^2-M$. Define
\begin{equation}
a=(\kappa+\tfrac12)^2-M,\quad b=(\kappa+\tfrac32)^2-M,\quad
\bar a=(\kappa-\tfrac12)^2-M,\quad \bar b=(\kappa-\tfrac32)^2-M .
\end{equation}
Multiplying the tridiagonal matrix by itself gives the elements of $V=x^2$. With indices counted from the state considered,
\begin{align}
V_{00}&=4\kappa^2+a+\bar a, & V_{10}&=-\sqrt a\,(4\kappa+2), & V_{20}&=\sqrt{ab},\nonumber\\
&& V_{-1,0}&=-\sqrt{\bar a}\,(4\kappa-2), & V_{-2,0}&=\sqrt{\bar a\bar b}.
\end{align}
For $p=0$ one has $\bar a=0$, and for $p=1$ one has $\bar b=0$, so the absent lower states drop out by themselves. The barred quantities follow from the unbarred ones by $\kappa\to-\kappa$.

Write $\lambda=\kappa+\lambda_1g+\lambda_2g^2+\lambda_3g^3+\dots$. The first coefficient is
\begin{equation}
\lambda_1=V_{00}=6\kappa^2+\tfrac12-2M=6\kappa^2+\frac{1-m^2}2 .
\end{equation}
In second order the denominators $\kappa-\kappa_i$ are $\mp1$ for the neighbours above and below and $\mp2$ for the next ones:
\begin{equation}
\lambda_2=-\left[a(4\kappa+2)^2-\bar a(4\kappa-2)^2\right]-\tfrac12\left[ab-\bar a\bar b\right].
\end{equation}
Because $a(4\kappa+2)^2=16(\kappa+\frac12)^2[(\kappa+\frac12)^2-M]$, and because $(\kappa+\frac12)^4-(\kappa-\frac12)^4=4\kappa^3+\kappa$ and $(\kappa+\frac12)^2-(\kappa-\frac12)^2=2\kappa$, the first bracket is $64\kappa^3+16\kappa-32M\kappa$. For the second,
\begin{equation}
ab=\kappa^4+4\kappa^3+\tfrac{11}2\kappa^2+3\kappa+\tfrac9{16}-M\left(2\kappa^2+4\kappa+\tfrac52\right)+M^2 . \label{ab}
\end{equation}
Subtracting the same expression at $-\kappa$ leaves twice the odd part, $8\kappa^3+6\kappa-8M\kappa$. Hence
\begin{equation}
\lambda_2=-(68\kappa^3+19\kappa-36M\kappa)=-\kappa\left(68\kappa^2+19-9m^2\right).
\end{equation}

The third-order formula, with $D_i=\kappa-\kappa_i$ and sums over states other than the one considered, is
\begin{equation}
\lambda_3=\sum_{i,j}\frac{V_{0i}V_{ij}V_{j0}}{D_iD_j}-V_{00}\sum_i\frac{V_{0i}^2}{D_i^2}.
\end{equation}
The terms $i=j$ combine with the last sum into differences of diagonal elements, $V_{11}-V_{00}=12\kappa+6$ and $V_{22}-V_{00}=24\kappa+24$. The pair $(1,2)$ has $D_1D_2=2$ and occurs in two orders; with $V_{12}=-\sqrt b\,(4\kappa+6)$ it contributes $ab(4\kappa+2)(4\kappa+6)$. The upper states together give
\begin{align}
U(\kappa)&=a(4\kappa+2)^2(12\kappa+6)+\tfrac14ab(24\kappa+24)+ab(4\kappa+2)(4\kappa+6)\nonumber\\
&=192\left[(\kappa+\tfrac12)^5-M(\kappa+\tfrac12)^3\right]+ab\left(16\kappa^2+38\kappa+18\right),
\end{align}
and the lower states give $U(-\kappa)$. The pair $(1,-1)$ has $V_{1,-1}=\sqrt{a\bar a}$ and $D_1D_{-1}=-1$, and contributes $-2a\bar a(16\kappa^2-4)$. Other mixed pairs are three or four steps apart and are not connected by $x^2$. Since $U(\kappa)+U(-\kappa)$ is twice the even part of $U$, $\lambda_3/2$ is the sum of three pieces. The even part of the first term of $U$ is
\begin{equation}
480\kappa^4+240\kappa^2+6-M(288\kappa^2+24),
\end{equation}
because the even parts of $(\kappa+\frac12)^5$ and $(\kappa+\frac12)^3$ are $\frac52\kappa^4+\frac54\kappa^2+\frac1{32}$ and $\frac32\kappa^2+\frac18$. The second term of $U$, by \eqref{ab}, has the even part
\begin{equation}
16\kappa^6+258\kappa^4+222\kappa^2+\tfrac{81}8-M(32\kappa^4+228\kappa^2+45)+M^2(16\kappa^2+18).
\end{equation}
For instance, $258=16\cdot\frac{11}2+38\cdot4+18$ and $222=16\cdot\frac9{16}+38\cdot3+18\cdot\frac{11}2$. Finally, $a\bar a=(\kappa^2-\frac14)^2-M(2\kappa^2+\frac12)+M^2$, so $-a\bar a(16\kappa^2-4)$ equals
\begin{equation}
-16\kappa^6+12\kappa^4-3\kappa^2+\tfrac14+M(32\kappa^4-2)-M^2(16\kappa^2-4).
\end{equation}
The sixth powers cancel. The sum is $750\kappa^4+459\kappa^2+\frac{131}8-M(516\kappa^2+71)+22M^2$. Doubling it and restoring $M=m^2/4$ gives
\begin{equation}
\lambda_3=1500\kappa^4+(918-258m^2)\kappa^2+\tfrac14\left(131-142m^2+11m^4\right).
\end{equation}

The two coordinates are joined by \eqref{quant}. Let $y=F\nu^3=4g$. Odd orders enter as differences and even orders as sums:
\begin{equation}
\nu=P(y)=n+Ay+By^2+Cy^3+\dots \label{P}
\end{equation}
From $\kappa_1=(n+k)/2$ and $\kappa_2=(n-k)/2$ follow $\kappa_1^2-\kappa_2^2=nk$, $\kappa_1^3+\kappa_2^3=\frac14(n^3+3nk^2)$ and $\kappa_1^4-\kappa_2^4=\frac12nk(n^2+k^2)$. Therefore
\begin{align}
A&=\tfrac14\cdot6nk=\tfrac32nk,\\
B&=-\tfrac1{16}n\left(17n^2+51k^2+19-9m^2\right),\\
C&=\tfrac1{64}nk\left(750n^2+750k^2+918-258m^2\right).
\end{align}

Since $y$ itself contains $\nu$, \eqref{P} has to be inverted: $y=F\,P(y)^3$. For $N\ge1$, let $E_N$ be the coefficient of $F^N$ in $E=-\frac12P^{-2}$. Then $NE_N$ is the coefficient of $F^{N-1}$ in $dE/dF$, which is the residue of $F^{-N}dE$ at $F=0$. Changing the variable to $y$ with $F=y/P^3$ turns it into the residue of $y^{-N}P^{3N}\,dE/dy$, where $dE/dy=P^{-3}P'$. With $[y^q]$ denoting the coefficient of $y^q$,
\begin{equation}
NE_N=[y^{N-1}]\,P^{3N-3}P'=[y^{N-1}]\,\frac{1}{3N-2}\frac{d}{dy}P^{3N-2}
\quad\Rightarrow\quad E_N=\frac{[y^N]\,P^{3N-2}}{3N-2}.
\end{equation}
This is Lagrange's inversion theorem for the present case. It gives $E_1=A$ and
\begin{align}
E_2&=\tfrac14\left(4n^3B+6n^2A^2\right)=n^3B+\tfrac32n^2A^2,\\
E_3&=\tfrac17\left(7n^6C+42n^5AB+35n^4A^3\right)=n^6C+6n^5AB+5n^4A^3 .
\end{align}
In $E_2$ the last term is $\frac{27}8n^4k^2=\frac{n^4}{16}\,54k^2$, which changes $51k^2$ into $-3k^2$:
\begin{equation}
E_2=-\frac{n^4}{16}\left(17n^2-3k^2-9m^2+19\right).
\end{equation}
In $E_3$ the factor $n^7k/64$ is common to all terms:
\begin{align}
E_3&=\frac{n^7k}{64}\left[750n^2+750k^2+918-258m^2-36(17n^2+51k^2+19-9m^2)+1080k^2\right]\nonumber\\
&=\frac{n^7k}{64}\left[138n^2-6k^2+66m^2+234\right]
=\frac{3}{32}n^7k\left(23n^2-k^2+11m^2+39\right).
\end{align}
This establishes \eqref{result}.

The zero-field level is degenerate, so it must be shown that these are the perturbation coefficients of the full Hamiltonian. The perturbation $x^2$ couples finitely many Laguerre functions at each order. Expanded in $F$, including the dependence of the scale $\nu$ on $F$, the product $f_1f_2$ is therefore a polynomial in $\xi$ and $\eta$ times $e^{-(\xi+\eta)/2n}=e^{-r/n}$ (and the factor $(\xi\eta)^{|m|/2}$) at every order. It solves the three-dimensional equation order by order. The field conserves $m$, and within one $n$ and $m$ the values of $k$ differ by steps of 2, so the first-order shifts are separated by $3nF$. Once the first order has removed the degeneracy, each of the $n-|m|$ states has one perturbation series, and the $n-|m|$ parabolic solutions supply them all. As a numerical check, the program compares the coefficients for all 35 states with $n\le5$ and $m\ge0$ with a calculation in spherical coordinates that does not use the separation.

The linear coefficient is the mean position, $\langle z\rangle=\frac32nk$ at zero field. States with $k<0$ lean towards the side on which the electron can escape, and the field lowers them. The quadratic term lowers every state: $|k|+|m|\le n-1$ implies $3k^2+9m^2\le9(n-1)^2<17n^2+19$. For $n=1$ it is $-\frac94F^2$, and since the shift of a polarizable atom is $-\frac12\alpha F^2$, the polarizability is $\alpha=\frac92$. The cubic term has the sign of $k$, because $k^2<23n^2$. To this order $-d^2E/dF^2=-2E_2-6E_3F$, so the response to a further increase of the field weakens with $F$ for $k>0$ and strengthens for $k<0$. Reflection $z\to-z$ exchanges $n_1$ and $n_2$ and reverses $F$, so even orders are even in $k$ and odd orders are odd in $k$.

For $k$ of order $n$ the terms scale as $n^{-2}(n^4F)^N$, so $n^4F$ must be small. Even then the series is asymptotic rather than convergent: for $n=1$ the ratio $E_{N+2}/E_N$ of successive even coefficients grows from 25 at $N=2$ to 890 at $N=18$. For $n\ge2$ the linear splitting must also be large compared with the fine structure left out of $H$; otherwise parabolic states are in general not the right starting point.

Take $n=10$ and $F=2\times10^{-6}$ atomic units, which is $1.03\times10^6$ V/m, so that $n^4F=0.02$. For $(n_1,n_2,m)=(9,0,0)$, $k=9$, $\kappa_1=9.5$ and $\kappa_2=0.5$. The coefficients $(\lambda_1,\lambda_2,\lambda_3)$ are $(542,-58482,12300476)$ and $(2,-18,356)$, and
\begin{equation}
A=\frac{542-2}4=135,\quad
B=\frac{-58482-18}{16}=-3656.25,\quad
C=\frac{12300476-356}{64}=192189.375 .
\end{equation}
Thus
\begin{align}
E_2&=10^3B+150A^2=-3656250+2733750=-922500,\\
E_3&=10^6C+6\cdot10^5AB+5\cdot10^4A^3\nonumber\\
&=(19.2189-29.6156+12.3019)\times10^{10}=1.9052\times10^{10}.
\end{align}
The three terms of the shift are $2.7000\times10^{-4}$, $-3.690\times10^{-6}$ and $1.524\times10^{-7}$ hartree. Their sum is $2.66462\times10^{-4}$ hartree, or $58.482$ cm$^{-1}$.

For comparison, \eqref{quant} was solved numerically without expansion in $F$, using 45 Laguerre functions for each coordinate. In the $\eta$ equation $x/4-gx^2$ returns to zero at $x=1/(4g)$, which is $460.6$, $541.6$ and $500.4$ for the three states listed below, whereas the basis reaches only $x=161.5$, $161.5$ and $178.4$ (the largest eigenvalue of $x$ in the basis), less than half of that distance in each case. The calculation therefore describes a quasi-bound level inside the barrier and leaves out decay. The shifts, in cm$^{-1}$, are
\begin{equation}
\begin{array}{lccc}
(n_1,n_2,m) & k & \text{three terms} & \text{unexpanded}\\
(9,0,0) & 9 & 58.482 & 58.479\\
(0,9,0) & -9 & -60.101 & -60.104\\
(0,0,9) & 0 & -0.5432 & -0.5441
\end{array}
\end{equation}
The remainders, unexpanded minus three terms, are $-1.08\times10^{-8}$, $-1.27\times10^{-8}$ and $-4.2\times10^{-9}$ hartree. Between $F/2$ and $F$ they grow as $F^{3.945}$, $F^{4.066}$ and $F^{4.005}$, close to the fourth power expected of the first omitted term. The opposite deviations for $k=\pm9$ come mainly from the fifth-order term, which is odd in $k$ and vanishes for $k=0$: at this field the fourth-order term is $-1.16\times10^{-8}$ hartree for both states and the fifth-order term is $\pm9.7\times10^{-10}$ hartree. All these values belong to the model Hamiltonian. In real hydrogen the finite proton mass changes the three shifts by $+0.031$, $-0.034$ and $-0.0009$ cm$^{-1}$, and fine structure moves the levels with $k=\pm9$ by about $0.002$ cm$^{-1}$. These corrections are as large as, or larger than, the differences between the two columns of the table.

\section*{Computed results}
\begin{verbatim}
Checks
lambda coefficients, worst relative error: 6.9e-08
lambda1,2,3 for p=0, m=0 (numerical): 2.0000, -18.0000, 356.0000
states compared in the 3D calculation: 35
worst 3D error of E1/n^2, E2/n^6, E3/n^10 (a.u.): 1.0e-13, 1.2e-12, 4.4e-11
3D numerical against formula, E2 and E3 (a.u.)
n,k,m=(1, 0, 0): E2 -2.2500 | -2.2500
   E3 -0.00 | 0.00
n,k,m=(2, 1, 0): E2 -84.0000 | -84.0000
   E3 1560.00 | 1560.00
n,k,m=(2, 0, 1): E2 -78.0000 | -78.0000
   E3 0.00 | 0.00
n,k,m=(3, 2, 0): E2 -810.0000 | -810.0000
   E3 99235.13 | 99235.12
n,k,m=(4, 1, 2): E2 -4032.0000 | -4032.0000
   E3 691200.00 | 691200.00
n,k,m=(5, -2, 2): E2 -15468.7500 | -15468.7500
   E3 -9580078.12 | -9580078.12
polarizability of n=1 from 3D: 4.500000 a.u.
Example: n = 10
field F = 2.0e-06 a.u. = 1.0284e+06 V/m
zero-field energy = -0.005000 hartree
state n1,n2,m = 9,0,0; k = 9
  E1, E2, E3 = 135.0, -922500.0, 1.905188e+10 a.u.
  terms 1,2,3 = 2.700000e-04, -3.690000e-06, 1.524150e-07 hartree
  sum of terms = 2.664624e-04 hartree = 58.48174 cm^-1
  unexpanded shift = 2.664517e-04 hartree = 58.47938 cm^-1
  remainder = -1.075e-08 hartree, falls as F^3.945
  basis reach x = 161.5, barrier edge x = 460.6
state n1,n2,m = 0,9,0; k = -9
  E1, E2, E3 = -135.0, -922500.0, -1.905188e+10 a.u.
  terms 1,2,3 = -2.700000e-04, -3.690000e-06, -1.524150e-07 hartree
  sum of terms = -2.738424e-04 hartree = -60.10146 cm^-1
  unexpanded shift = -2.738551e-04 hartree = -60.10425 cm^-1
  remainder = -1.272e-08 hartree, falls as F^4.066
  basis reach x = 161.5, barrier edge x = 541.6
state n1,n2,m = 0,0,9; k = 0
  E1, E2, E3 = 0.0, -618750.0, 0.000000e+00 a.u.
  terms 1,2,3 = 0.000000e+00, -2.475000e-06, 0.000000e+00 hartree
  sum of terms = -2.475000e-06 hartree = -0.54320 cm^-1
  unexpanded shift = -2.479167e-06 hartree = -0.54411 cm^-1
  remainder = -4.167e-09 hartree, falls as F^4.005
  basis reach x = 178.4, barrier edge x = 500.4
kappa1 = 9.5: lambda1,2,3 = 542.0, -58482.0, 12300476.0
kappa2 = 0.5: lambda1,2,3 = 2.0, -18.0, 356.0
A, B, C for n=10, k=9, m=0: 135.0000, -3656.2500, 192189.3750
\end{verbatim}
